# Radical density in a pulsed plasma: extremes and cycle average

**Q.** You pulse a plasma and want the radical density. Before any formula, what are you assuming?

**A.** Let $n(t)$ be the density of one radical species, averaged over the chamber volume. Pulses repeat with period $T=1/f$. The plasma is on for a time $DT$ and off for $(1-D)T$, where $D$ is the duty cycle. I assume

$$\frac{dn}{dt}=G(t)-kn,\qquad G=\begin{cases}G_0&\text{on}\\0&\text{off.}\end{cases}$$

The loss rate $k$ has the same constant value in both phases. First-order loss means that each radical has the same chance per unit time of disappearing, however many others are present. Recombination at a wall with a fixed probability per collision behaves this way. When I compare frequencies, I hold $G_0$, $k$ and $D$ fixed.

**Q.** Give me a case with numbers, and don't simply declare $k$.

**A.** Take oxygen atoms, which strip photoresist, in a low-power inductive O$_2$ plasma at 20 mTorr and 500 K. Production strippers often run at much higher pressure and power, so this is an illustration and not a typical machine. I choose round values: $k=250\ \mathrm{s^{-1}}$, $G_0=5\times10^{15}\ \mathrm{cm^{-3}\,s^{-1}}$ and $D=0.25$.

To see whether $k$ is reasonable, let a wall destroy a fraction $\gamma$ of the atoms that strike it. With mean speed $v$ and net flux $J$ into the wall, the incident flux is $nv/4+J/2$; the second term is the diffusive correction. Then

$$J=\gamma\left(\frac{nv}{4}+\frac J2\right)\quad\Rightarrow\quad J=\frac{\gamma v}{2(2-\gamma)}\,n .$$

A volume $V$ with wall area $A$ loses $JA$ atoms per second out of $nV$, so the wall-limited lifetime is $2V(2-\gamma)/(A\gamma v)$. For a cylinder of radius 15 cm and height 10 cm, $V/A=3$ cm. With the rough value $\gamma=0.04$ and $v=8.13\times10^4$ cm/s, this is

$$\frac{2\times3\times1.96}{0.04\times8.13\times10^4}\ \mathrm{s}=3.6\ \mathrm{ms}.$$

Diffusion to the walls adds about 0.27 ms, for a rough diffusion coefficient of $3\times10^4\ \mathrm{cm^2/s}$. Adding the two times is an approximation. It gives 258 s$^{-1}$, and the lowest diffusion mode, solved with the wall flux above, gives 259 s$^{-1}$.

For the source, each dissociation makes two atoms. With a rough rate coefficient of $6\times10^{-10}\ \mathrm{cm^3/s}$ (for electrons near 3 eV; published data sets differ, and some give several times more, which would raise $G_0$ and the depletion discussed below), an electron density of $10^{10}\ \mathrm{cm^{-3}}$ and a gas density of $3.86\times10^{14}\ \mathrm{cm^{-3}}$,

$$2\times6\times10^{-10}\times10^{10}\times3.86\times10^{14}=4.6\times10^{15}\ \mathrm{cm^{-3}\,s^{-1}}.$$

**Q.** Fine. But why should the density repeat from pulse to pulse? Perhaps it keeps building up.

**A.** Follow it through one period. Define

$$n_s=\frac{G_0}{k},\qquad a=kDT,\qquad b=k(1-D)T,\qquad a+b=kT .$$

Here $n_s$ is the steady density of a continuous plasma with the same $G_0$. In the on phase, $d(n-n_s)/dt=-k(n-n_s)$. Starting from $n_0$, the density at switch-off is therefore

$$n_1=n_s+(n_0-n_s)e^{-a}=n_s(1-e^{-a})+n_0e^{-a}.$$

In the off phase the density decays by a factor $e^{-b}$, so the next pulse starts from

$$n_0'=n_1e^{-b}=n_s(1-e^{-a})e^{-b}+n_0e^{-(a+b)} .$$

Two different starting densities receive the same first term. Their difference is multiplied by $e^{-kT}$, which is less than one. All starts therefore approach the same periodic state, and there is just one such state.

After $m$ cycles the initial error has shrunk by $e^{-mkT}$, which is $e^{-kt}$ at time $t=mT$. It falls to 1% of its initial value in $\ln(100)/k=18.4$ ms, whatever the pulse frequency.

**Q.** Then what are the highest and lowest densities in that state?

**A.** Set $n_0'=n_0$ and collect the terms in $n_0$:

$$n_0\left[1-e^{-(a+b)}\right]=n_s(1-e^{-a})e^{-b}.$$

Dividing gives $n_0$, and $n_1=n_0e^{b}$. I call these

$$n_{\max}=\frac{G_0}{k}\,\frac{1-e^{-kDT}}{1-e^{-kT}},\qquad n_{\min}=n_{\max}\,e^{-k(1-D)T}.$$

**Q.** You have found the densities at the switching instants. Who says they are the extremes?

**A.** Since $a<a+b$, we have $1-e^{-a}<1-e^{-(a+b)}$, so $n_{\max}<n_s$, and $n_{\min}$ is lower still. During the on phase the density starts below $n_s$ and relaxes towards it, so it rises throughout. During the off phase it falls throughout. The maximum is at switch-off and the minimum at switch-on.

At 100 Hz the on time is 2.5 ms and the off time 7.5 ms, so $a=0.625$ and $b=1.875$. Then

$$n_{\max}=20\times\frac{1-0.53526}{1-0.08208}=10.13,\qquad n_{\min}=10.13\times0.15335=1.55,$$

both in units of $10^{12}\ \mathrm{cm^{-3}}$, which I use for densities from here on.

**Q.** Both extremes contain $T$ in several exponentials. Surely the average must depend on frequency too.

**A.** Integrate and see. Write the ripple as $\Delta=n_{\max}-n_{\min}$. The on-phase integral is

$$I_{\rm on}=\int_0^{DT}\left[n_s+(n_{\min}-n_s)e^{-kt}\right]dt=n_sDT-\frac{(n_s-n_{\min})(1-e^{-a})}{k}.$$

The end of the on phase satisfies $n_{\max}=n_s-(n_s-n_{\min})e^{-a}$. Subtracting $n_{\min}$ from both sides gives $\Delta=(n_s-n_{\min})(1-e^{-a})$. Hence

$$I_{\rm on}=n_sDT-\frac{\Delta}{k}.$$

The off-phase integral is

$$I_{\rm off}=\int_0^{(1-D)T}n_{\max}e^{-kt}\,dt=\frac{n_{\max}(1-e^{-b})}{k}=\frac{\Delta}{k},$$

because $n_{\max}e^{-b}=n_{\min}$. The ripple terms cancel in the sum, and dividing by $T$ leaves

$$\boxed{\langle n\rangle=\frac{D\,G_0}{k}}$$

There is no $f$ in it. What the on phase lacks, compared with a density that jumped at once to $n_s$, is what the afterglow contains.

At 100 Hz, with $1/k=4$ ms, the off phase contributes $8.573\times4=34.3$ and the on phase $20\times2.5-34.3=15.7$, in units of $10^{12}\ \mathrm{cm^{-3}\,ms}$. The sum is 50, and division by 10 ms gives 5.0. About 69% of the time-integrated density belongs to the afterglow.

**Q.** That cancellation looks like luck with exponentials.

**A.** It follows from particle balance. Integrate the rate equation over a period of the periodic state. The left side is $n(T)-n(0)=0$, so

$$0=\langle G\rangle-k\langle n\rangle\quad\Rightarrow\quad\langle n\rangle=\frac{\langle G\rangle}{k}.$$

This needs no square wave. Any periodic source with the same average gives the same mean density, provided $k$ is constant. For the square wave $\langle G\rangle=DG_0$, which depends on the fraction of time on and not on how finely that time is divided.

It also shows why fixed duty cycle matters. If you fix the on time $t_{\rm on}$ instead, then $D=ft_{\rm on}$ and $\langle n\rangle=G_0t_{\rm on}f/k$, which is proportional to frequency.

**Q.** Could I measure the maximum and minimum and take the midpoint as the average?

**A.** For $D=1/2$ you could. Then $a=b$, and since $1-e^{-2a}=(1-e^{-a})(1+e^{-a})$,

$$\frac{n_{\max}+n_{\min}}2=\frac{n_s}{2}\,\frac{(1-e^{-a})(1+e^{-a})}{1-e^{-2a}}=\frac{n_s}{2},$$

which is the mean. It fails in our example: at 100 Hz and $D=0.25$ the midpoint is 5.84, which is 17% above the mean of 5.00. The density spends much of the long afterglow near its lower values.

**Q.** If the average stays put, what does changing the frequency do?

**A.** It changes the ripple. From $\Delta=n_{\max}(1-e^{-b})$,

$$\Delta=n_s\frac{(1-e^{-a})(1-e^{-b})}{1-e^{-(a+b)}} .$$

Use $1-e^{-x}=2e^{-x/2}\sinh(x/2)$ in each factor. The exponential prefactors cancel, leaving

$$\Delta=2n_s\frac{\sinh(a/2)\sinh(b/2)}{\sinh[(a+b)/2]}.$$

For fast pulsing, $kT\ll1$, expand $\sinh(x/2)\simeq(x/2)(1+x^2/24)$:

$$\Delta\simeq n_s\frac{ab}{a+b}\left[1+\frac{a^2+b^2-(a+b)^2}{24}\right]=G_0D(1-D)T\left[1-\frac{ab}{12}\right].$$

The last step uses $ab/(a+b)=kD(1-D)T$ and $n_sk=G_0$. At 1000 Hz the leading term is $5000\times0.1875\times0.001=0.9375$, and $ab/12\approx0.001$ lowers it to 0.937. At 10000 Hz the ripple is 0.094, about 2% of the mean.

For slow pulsing, with $a$ and $b$ both large, $n_{\max}\to n_s$ and $n_{\min}\to0$. At 10 Hz the maximum is 19.96 and the minimum is negligible: the chamber fills and empties in each cycle. Numerical integration of the rate equation gives a mean of 5.000 at all four frequencies, while the ripple changes by a factor of about 200.

**Q.** Now I object to the constant $k$. The gas cools when the power goes off, and slower atoms reach the wall less often.

**A.** Then the independence fails. Let the loss rate be $k_1$ in the on phase and $k_2$ in the off phase. Balance each phase separately:

$$\Delta=G_0DT-k_1I_{\rm on},\qquad -\Delta=-k_2I_{\rm off}.$$

Solve for the two integrals, add them and divide by $T$:

$$\langle n\rangle=\frac{DG_0}{k_1}+f\Delta\left(\frac1{k_2}-\frac1{k_1}\right).$$

The ripple formula keeps its form, with $n_s=G_0/k_1$, $a=k_1DT$ and $b=k_2(1-D)T$. As $f\to0$, $\Delta$ cannot exceed $n_s$, so $f\Delta\to0$ and $\langle n\rangle\to DG_0/k_1$. As $f\to\infty$, $\Delta\to n_sab/(a+b)$. With $K=Dk_1+(1-D)k_2$,

$$f\Delta\to\frac{G_0D(1-D)k_2}{K},$$

$$\langle n\rangle\to DG_0\,\frac{K+(1-D)(k_1-k_2)}{k_1K}=\frac{DG_0}{K},$$

because the numerator $K+(1-D)(k_1-k_2)$ equals $k_1$. Fast pulsing thus averages the loss rates over time.

**Q.** How much does that matter for your oxygen atoms?

**A.** Take a severe case: at switch-off the gas drops at once to 300 K, and at switch-on it returns at once to 500 K. Loss here is mainly wall-limited, so I scale $k$ with the mean speed, as $\sqrt{T_{\rm gas}}$. This gives $k_2=250\sqrt{300/500}=194\ \mathrm{s^{-1}}$.

Relative to the mean of 5.0, the average rises by about 5% at 10 Hz, 19% at 100 Hz and 20% at 1000 and 10000 Hz. The high-frequency limit is $0.25\times5000/(0.25\times250+0.75\times194)=6.0$. At 10000 Hz the off time is just 75 µs, shorter than the 0.27 ms that atoms need to diffuse to the walls. I would expect heat to need a comparable time to leave, so the full temperature swing is unrealistic there. The shift in the mean survives, however: a gas that stays near its time-averaged 350 K has $k=250\sqrt{350/500}=209\ \mathrm{s^{-1}}$ throughout, which again gives a mean of about 6.0. The $\sqrt{T_{\rm gas}}$ scaling is not a bound. With walls at 300 K, the gas next to them is colder and denser than the 500 K average while the plasma is on. For a fixed amount of gas the pressure goes as $T_{\rm gas}$, so the wall-limited rate goes as $T_{\rm gas}/\sqrt{T_{\rm edge}}$. An edge temperature of about 360 K gives $k_2/k_1=\sqrt{300\times360}/500=0.66$, and the high-frequency rise becomes about 35%.

**Q.** Making atoms also uses up O$_2$. Doesn't that spoil a constant $G_0$?

**A.** Slightly. If the total number of oxygen nuclei stays fixed, the molecular density is $n_g-n/2$, where $n_g$ is its value without dissociation. The source while on becomes $G_0[1-n/(2n_g)]$. Its second term acts as extra first-order loss:

$$k_1=k+\frac{G_0}{2n_g}=250+6.5=256.5\ \mathrm{s^{-1}},\qquad k_2=k .$$

The mean falls by 2.1% at 10 Hz and by 0.6% at 1000 Hz and above. Slow pulsing suffers more because $n$ climbs closer to $n_s$ while the plasma is on.

**Q.** And the square wave itself? Electrons do not appear instantly.

**A.** That can matter at high frequency. Suppose the source rises as $G_0(1-e^{-t/\tau_r})$ and, after switch-off, decays from the level it reached with time constant $\tau_f$. Let $r=1-e^{-DT/\tau_r}$ be the fraction of $G_0$ reached. The rise costs $G_0\tau_rr$ per pulse. The tail returns $G_0r\tau_f$, if the off time is much longer than $\tau_f$. So

$$\frac{\langle G\rangle}{DG_0}=1-\frac{r(\tau_r-\tau_f)}{DT}.$$

Take rough values $\tau_r=20$ µs and $\tau_f=5$ µs. At 1000 Hz the on time is 250 µs, $r\approx1$, and the mean falls by $15/250=6\%$. At 10000 Hz the on time is 25 µs, $r=1-e^{-1.25}=0.71$, and the loss is $0.71\times15/25=43\%$. The relation $\langle n\rangle=\langle G\rangle/k$ still holds; what fails is $\langle G\rangle=DG_0$. These figures belong to the assumed shape, in which every pulse starts without electrons. At 10000 Hz that is doubtful: a rough Bohm-flux estimate for this chamber gives an electron loss time of some 65 µs at the operating electron temperature and longer in the afterglow, so many electrons survive the 75 µs off time. Also, if the absorbed power is held fixed, fewer electrons run hotter, and dissociation need not wait for their density to build up. The real deficit can therefore be much smaller than 43%.

**Q.** You also replaced a whole chamber by one density, and ignored atoms recombining with each other.

**A.** The density is not uniform: in the lowest diffusion mode the corner has 77% of the central value. But a spatially uniform source puts 99.6% of its production into that mode, so one decay rate describes the volume average well. A source peaked at the centre or near the walls shifts the ratio $\langle G\rangle/\langle n\rangle$ by about 4%, and because the problem stays linear it does so at all frequencies alike.

Recombination between radicals would add a loss $\beta n^2$. Averaging over a period then gives

$$k\langle n\rangle+\beta\langle n\rangle^2=\langle G\rangle-\beta\left(\langle n^2\rangle-\langle n\rangle^2\right).$$

The bracket is the variance of the density in time, which depends on the ripple and hence on frequency. More ripple means a lower mean. Here the effect is negligible: with rough three-body coefficients of $10^{-33}\ \mathrm{cm^6/s}$ for O + O$_2$ + M and $10^{-32}\ \mathrm{cm^6/s}$ for O + O + M, the combined gas-phase loss is about $2\times10^{-4}\ \mathrm{s^{-1}}$, against 250 s$^{-1}$ at the walls.

**Q.** So would you trust the frequency independence in a real stripping reactor?

**A.** With conditions. The electron density assumed here is low for an inductive source. Ten times more electrons would raise $G_0/(2n_g)$ to about 65 s$^{-1}$, and depletion would then lower the mean by up to $65/315\approx21\%$ at low frequency. The wall probability depends on material and surface condition. A different constant $\gamma$ shifts the mean at all frequencies alike, but a $\gamma$ that changes between plasma and afterglow brings back the two-rate formula.

For the present numbers, cooling is the largest correction I have sized from 10 to 1000 Hz, up to about 20% with the $\sqrt{T_{\rm gas}}$ scaling and up to about 35% if the cooler, denser gas at the wall is counted. A slow source rise exceeds it at 10000 Hz only if each pulse starts without electrons and production follows their density. To compare frequencies fairly, check that the production rate during the pulse does not change with frequency and that the loss rate in the afterglow equals the loss rate in the plasma. Two unequal loss rates make the mean depend on frequency even if each stays fixed. Keeping the on time much longer than the rise time of the source helps to meet the first condition. The numerical output below lists the values at each frequency.

## Computed values

```
INPUTS (round, rough values)
production rate while on G0 = 5.00e+15 cm^-3 s^-1
loss rate k = 250 s^-1; loss time 1/k = 4.00 ms
duty cycle D = 0.25
pressure = 20 mTorr; gas temperature = 500 K
gas density = 3.863e+14 cm^-3
PERIODIC STATE (densities in 1e12 cm^-3)
continuous-plasma density G0/k = 20.000
predicted mean D*G0/k = 5.000
f (Hz) | n_max | n_min | ripple | mean by integration
    10 | 19.9614 | 1.436e-07 | 19.9614 | 5.00000
   100 | 10.1260 | 1.553 | 8.5731 | 5.00000
  1000 | 5.4780 | 4.541 | 0.9366 | 5.00000
 10000 | 5.0470 | 4.953 | 0.0937 | 5.00000
At 100 Hz:
  on time = 2.50 ms, off time = 7.50 ms
  k*D*T = 0.6250, k*(1-D)*T = 1.8750
  exp(-k*D*T) = 0.53526
  exp(-k*(1-D)*T) = 0.15335
  exp(-k*T) = 0.08208
  midpoint of extremes = 5.8394 x 1e12 cm^-3
time for start-up error to fall to 1% = 18.4 ms
SUPPORT FOR THE INPUTS (rough)
chamber radius = 15 cm, height = 10 cm
wall recombination probability = 0.04
diffusion coefficient = 3.0e+04 cm^2/s
O-atom mean speed = 8.134e+04 cm/s
diffusion time = 0.268 ms, wall time = 3.614 ms
loss rate: estimate = 257.6 s^-1, lowest mode = 258.6 s^-1
electron density = 1.0e+10 cm^-3
dissociation coefficient = 6.0e-10 cm^3/s
estimated production rate = 4.64e+15 cm^-3 s^-1
NEGLECTED EFFECTS: change of mean density (%)
loss rate while on, with O2 depletion = 256.47 s^-1
loss rate while off, gas at 300 K = 193.6 s^-1
source rise time = 20 us, tail time = 5 us
f (Hz) | O2 depletion | afterglow cooling | source rise and tail
    10 | -2.13 | +4.65 | -0.06
   100 | -0.81 | +18.95 | -0.60
  1000 | -0.64 | +20.33 | -6.00
 10000 | -0.64 | +20.34 | -42.81
cooling case, low-f limit of mean = 5.000 x 1e12 cm^-3
cooling case, high-f limit of mean = 6.017 x 1e12 cm^-3
corner-to-centre density ratio = 0.768
production share of higher diffusion modes = 0.36 %
three-body coefficients: O+O2+M 1e-33, O+O+M 1e-32 cm^6/s
three-body gas loss rate = 2.3e-04 s^-1
```
